# Eliashberg critical temperature for a Lorentzian peak in the density of states, part 2

Electrons with density of states per spin $N(\varepsilon)=\sum_k w_k\,\frac{\Gamma_k/\pi}{\varepsilon^2+\Gamma_k^2}$, $\sum_k w_k=1$ (a pure peak of half-width $\Gamma$, or a peak on a background of half-width $W\gg\Omega$), couple with constant $g_0$ to an Einstein phonon $\Omega$. When does the constant-DOS approximation (CDA: $N=N_F$ everywhere, same $\lambda$, critical temperature $T_{c0}$) overestimate $T_c$? Case (d) asks for $T_c$ at $\Omega=50$ meV, $\lambda=1$, $\Gamma=25$ meV, $W=5000$ meV, equal central heights of peak and background, $\varepsilon_F=\Gamma/2$.

Units are $\hbar=k_B=1$, with energies in $\Omega$ unless a unit is written. $N_F=N(\varepsilon_F)$, $\lambda=2g_0^2N_F/\Omega$, $g=\Gamma/\Omega$; the background supplies a fraction $b$ of $N_F$. The non-interacting Fermi level $\varepsilon_F$ fixes the filling $n$ per spin.

In the Migdal-Eliashberg equations, $\omega_n=(2n+1)\pi T$, $\tilde\omega_n=Z_n\omega_n$, $\chi$ is the energy shift, $\phi$ the pairing function, $\mu$ the chemical potential and $K^\mp_{nm}=1/[1+(\omega_n\mp\omega_m)^2]$. At $T_c$, $G(z)=\sum_k\frac{w_k}{z+i\Gamma_k}$ with $z=i|\tilde\omega|+\mu-\chi$, $f_m=-\frac{\operatorname{Im}G_m}{\pi N_F}$, and

$$\chi_n=\frac{\lambda T}{N_F}\sum_{m\ge0}(K^-+K^+)\operatorname{Re}G_m,\qquad \phi_n=\lambda\pi T\sum_{m\ge0}(K^-+K^+)\frac{f_m\phi_m}{\tilde\omega_m}.$$

$T_c$ is where the largest pairing eigenvalue equals 1. Fixed $n$ implies $\mu-\chi(0)=\varepsilon_F$ as $T\to0$ (Luttinger).

For $\lambda\to0$, $f$ takes the bare argument $i\omega+\varepsilon_F$. With $k(\omega)=1/(1+\omega^2)$, $\tfrac12(K^-+K^+)=k(\omega)k(\omega')+R(\omega,\omega')$, where $R$ contributes only at order $\lambda$. Also $Z(0)=1+\lambda a$, $a=\int_0^\infty 2\omega f k^2\,d\omega$, and

$$\frac1\lambda+a=\ln\frac{2e^\gamma}{\pi T_c}+\int_0^\infty\frac{d\omega}{\omega}\left[fk^2-\theta(1-\omega)\right],$$

$$\ln\frac{T_c}{T_{c0}}=\int_0^\infty d\omega\,[1-f(\omega)]\,\frac{2\omega^2-1}{\omega(1+\omega^2)^2},$$

equivalently $\ln(T_c/T_{c0})=(1-a)-\int(1-f)k^2/\omega$.

For a pure peak with $\varepsilon_F=0$, $f=g/(g+\omega)$ and the integral is

$$F(g)=\frac{(2g^2-1)\left(\frac{\pi g}{2}-\ln g\right)}{(1+g^2)^2}+\frac{3(2-\pi g)}{4(1+g^2)},$$

with $F\simeq\ln g+\tfrac32-\tfrac{5\pi}{4}g$ for $g\to0$. $F<0$ below $g^*=1.2575$ and $F>0$ above. A background gives $(1-b)F(g)+bF(W/\Omega)$.

Scaling estimate A keeps $Z=1+\lambda$: $T_c/T_{c0}\sim g$ for $g\ll1$, $\sim1$ for $g\gg1$. Estimate B lets $Z-1\to0$: $T_c/T_{c0}\sim e\,g$. A background raises both to the power $1-b$.

"Extrapolated" values come from a program solving the full equations at $\lambda=0.03,0.06,0.09$, extrapolated quadratically to $\lambda=0$.

### Fermi level off the top

For a pure peak, $G=1/[i(\omega+g)+\varepsilon_F]$ and $\pi N_F=g/(g^2+\varepsilon_F^2)$, so

$$f=\frac{(\omega+g)(g^2+\varepsilon_F^2)}{g[(\omega+g)^2+\varepsilon_F^2]},\qquad f'(0)=\frac1g-\frac{2g}{g^2+\varepsilon_F^2}=\frac{\varepsilon_F^2-g^2}{g(g^2+\varepsilon_F^2)}.$$

For $|\varepsilon_F|>\Gamma$ the averaging window reaches into the peak and $f>1$ at low frequency, where the weight $2\omega^2-1$ is negative, so this region raises $T_c$. For $g=0.3$, $\varepsilon_F=0.6$ the integral is $+0.6042$ (extrapolated full solution $0.6043$), so $T_c/T_{c0}=e^{0.6042}=1.83$, and the full solution at $\lambda=0.3$ gives $1.89$. The peak is narrower than $\Omega$ and the CDA underestimates $T_c$. Narrowness alone is therefore not sufficient. The enhancement is not a property of the whole tail either. The expression for $f$ gives $(1-f)/\omega=[g(\omega+g)-\varepsilon_F^2]/\{g[(\omega+g)^2+\varepsilon_F^2]\}$, which is bounded by $2/g$ in magnitude and tends to $-1/g$ as $|\varepsilon_F|\to\infty$. With $\int\omega^2k^2=\int(k-k^2)=\pi/4$ the integral then tends to $-(1/g)(\pi/2-\pi/4)=-\pi/(4g)<0$, so for $|\varepsilon_F|$ much larger than both $\Omega$ and $\Gamma$ the CDA overestimates $T_c$ again as $\lambda\to0$. Deep in the tail this limit needs $\lambda\ll g$, because $Z-1$ and $\chi/\varepsilon_F$ are both of order $\pi\lambda/(2g)$ there; for $\lambda=g=0.3$ the pairing eigenvalue of the full equations at $T_{c0}$ is still above 1 at $\varepsilon_F=3$ and $5$, where the integral is already negative. The overestimate for $\Gamma\le\Omega$ is proved above for a pure peak with $\varepsilon_F=0$. With a background the term $bF(W/\Omega)$ is positive and outweighs $(1-b)F(g)$ when $b$ is close enough to 1 (for $g=1$, $W=20\,\Omega$, $b=0.8$ the sum is $+0.015$), and off the top the sign has to be read from the integral.

If $\mu$ is held at $\varepsilon_F$ instead of $n$ being fixed, the Fermi surface sits at $\varepsilon_F-\chi(0)$. To first order $\chi(0)=\lambda\chi_1$, and the folded equation with $K^-+K^+\to2k$ and $T\sum\to\int d\omega/2\pi$ gives $\chi_1=(\pi N_F)^{-1}\int_0^\infty k\operatorname{Re}G\,d\omega$. Now $f(0)=1-\lambda\chi_1(\ln N)'$ multiplies the logarithm, so $1/\lambda$ is replaced by $1/[\lambda f(0)]=1/\lambda+\chi_1(\ln N)'$, and $\ln T_c$ gains $-\chi_1(\ln N)'$, which survives as $\lambda\to0$. In the case above $-(\ln N)'=2\varepsilon_F/(g^2+\varepsilon_F^2)=1.2/0.45$ and $\chi_1=0.9817$, giving $2.618$, a factor $e^{2.618}\approx14$ in $T_c$. The total $3.2221$ compares with the extrapolated $3.2232$.

### Finite coupling

Beyond leading order the results are numerical. For a centred pure peak with $\lambda=0.1,0.3,0.5,1,2$ and $g=0.05,0.1,0.25,0.5,1$ the program asserts that the pairing eigenvalue is below 1 at $T_{c0}$ and at $2T_{c0}$. This means $T_c<T_{c0}$ on that grid, provided the eigenvalue falls with $T$. Direct solutions give:

| $g$ | 0.1 | 0.25 | 0.5 | 1 | 4 | 10 |
|---|---|---|---|---|---|---|
| $T_c/T_{c0}$, $\lambda=0.3$ | 0.293 | 0.527 | 0.721 | 0.882 | 1.023 | 1.028 |
| $T_c/T_{c0}$, $\lambda=1$ | 0.286 | 0.478 | 0.634 | 0.774 | 0.951 | 0.993 |

The threshold width $\Gamma^*/\Omega$ grows from $1.345$ at $\lambda=0.03$ to $1.541$, $2.51$, $4.04$ and $15.5$ at $\lambda=0.09,0.3,0.5,1$; at $\lambda=2$ a scan of $g$ from 1 to 100 finds no enhancement, which does not exclude one outside or between the scanned points. The exact $f=g/(g+\tilde\omega)$ contains $\tilde\omega=Z\omega$, which acts like $g\to g/Z$. With $Z\approx Z(0)=1+\lambda a$ and $a=0.549$ at $g=g^*$, this alone would give $1.2575\times1.049=1.32$ at $\lambda=0.09$, and even the CDA value $Z=1+\lambda$ gives only $1.37$, short of $1.541$. That the rest comes from the dropped terms in $R$ and in $Z(\omega)-Z(0)$ is a conjecture.

### The numerical case (d)

These are round model parameters. Equal central heights, $w_p/\Gamma=(1-w_p)/W$, give $w_p=25/5025=0.004975$ and a common height $1/(\pi\times5025\ \text{meV})$. At $\varepsilon_F=12.5$ meV the peak is reduced by $1/(1+\tfrac14)=0.8$ and the background negligibly, so $N_F=1.8/(\pi\times5.025\ \text{eV})=0.1140$ eV$^{-1}$, the peak share is $0.8/1.8=0.4444$, and $g_0^2=\lambda\Omega/2N_F=2.193\times10^5$ meV$^2$. The filling is $n=0.501526$.

The eigenvalue reaches 1 at $T_c=4.752$ meV ($55.1$ K). There $\mu=16.17$ meV, and at $\omega_0=\pi T_c=14.93$ meV the solution has $Z_0=1.6927$ and $\chi_0=2.511$ meV. The value of $f_0$ follows by hand: $\tilde\omega_0=1.6927\times14.93=25.27$ meV and $\mu-\chi_0=13.66$ meV give

$$-\operatorname{Im}G_0=\frac{0.004975\times50.27}{50.27^2+13.66^2}+\frac{0.995025}{5025.3}=(0.922+1.980)\times10^{-4}\ \text{meV}^{-1},$$

and division by $\pi N_F=1.8/5025=3.582\times10^{-4}$ meV$^{-1}$ yields $f_0=0.810$. The next values, $0.692$, $0.649$, $0.624$, approach the background share $1-0.444=0.556$ as the peak's contribution dies out; this share is not a limit, since the background part itself decreases roughly as $W/(W+\tilde\omega)$ and $f$ passes below $0.556$ at frequencies of several $\Omega$. The CDA has $Z_0=2.000$ and $T_{c0}=5.731$ meV ($66.5$ K), so $T_{c0}/T_c=1.206$: an overestimate of 21% relative to the full result. The level $\mu-\chi_0$ lies $1.2$ meV above $\varepsilon_F$; the Luttinger equality holds only for $T\to0$ and $\omega\to0$, and here $\omega_0$ is more than half of $\Gamma$.

Holding $\mu=\varepsilon_F$ gives $4.805$ meV, 1.1% above the fixed-$n$ value, with the sign of the weak-coupling term $-\chi_1(\ln N)'$. At $\lambda=1$ and fixed $n$, $T_c/T_{c0}$ is $0.765$ for $\varepsilon_F=0$ and $1.065$ for $\varepsilon_F=2\Gamma$. These two do not describe doping one system, because fixing $\lambda$ makes $g_0^2\propto1/N(\varepsilon_F)$, and $N(\varepsilon_F)$ stands as $2:1.8:1.2$ in the three cases. The program checks case (d) against plain Matsubara sums with numerical energy integrals (eigenvalue $1.00000$ at $T_c$, the same $Z_0$, $\chi_0$, $n$) and against the nonlinear equations, which give $\phi_0/Z_0=5.29$ meV at $0.9T_c$ and a vanishing $\phi_0$ at $1.1T_c$.

## Comparison

For a very narrow centred peak at weak coupling the exact ratio is $e^{3/2}g$. Both estimates have the right power of $g$. Estimate B has the factor $e$ from the loss of $Z$, and the remaining $e^{1/2}$ is the constant $-\tfrac12$ produced by the soft phonon cutoff $k^2$ in the CDA, which drops out when the peak supplies the cutoff. The limit is approached slowly because of the term $-5\pi g/4$. At $g=0.1$, A gives $0.10$, B gives $0.27$, the asymptote gives $0.45$ and the exact weak-coupling value is $e^{-1.1111}=0.33$. At $g=0.25$ the values of A, B and the exact result are $0.25$, $0.68$ and $e^{-0.5215}=0.59$; at $g=0.5$ they are $0.50$, $1.36$ and $e^{-0.2156}=0.81$. Estimate A always has $T_c\le T_{c0}$ and misses the region $g>g^*$. Estimate B crosses 1 at $g=1/e$, far below the true crossing at $1.26$, for two reasons. It sets $Z-1$ to zero, whereas $a\simeq 2g\int k^2=\pi g/2$ is small only for $g\ll1$. It also takes the pairing loss as $\ln g$, which changes sign at $g=1$, whereas the exact term $-\int k^2/(g+\omega)\,d\omega$ is negative for every $g$. That term equals $\ln g+\tfrac12-g\int(1-k^2)/[\omega(g+\omega)]\,d\omega$, and since $(1-k^2)/\omega^2=k+k^2$ it is $\ln g+\tfrac12-3\pi g/4$ for small $g$, which supplies the larger part of the linear term $-5\pi g/4$.

In case (d) the full ratio $4.752/5.731=0.83$ lies between A ($0.73$) and B ($1.15$). The weak-coupling formula is not reliable at this coupling: the integral gives $0.97$ for case (d) against $0.83$, and for $\varepsilon_F=0$ it gives $e^{-0.1043}=0.90$ against the computed $0.765$, although at $\varepsilon_F=2\Gamma$ its $1.075$ is close to $1.065$. It assumes $\pi T_c\ll\Gamma$ and $Z\approx1$, whereas at $\lambda=1$ the lowest frequency $\pi T_{c0}=\pi\times0.1146=0.36$ is comparable with $g=0.5$, and in case (d) even the first Matsubara term, with $\tilde\omega_0\approx\Gamma$, averages over a window as wide as the peak, which cuts the peak's contribution to $f_0$ from $0.444$ to $0.922/3.582=0.257$. The table also shows nearly equal ratios at $g=0.1$ for $\lambda=0.3$ and $\lambda=1$ ($0.293$ and $0.286$), although the second lies outside the weak-coupling regime; the analysis above does not explain this near equality. The position of $\varepsilon_F$ relative to the peak enters the estimates only through the exponent $1-b>0$, which cannot change the sign of $\ln(T_c/T_{c0})$, so neither can give the reversal of sign found at $\varepsilon_F=2\Gamma$.

## Values computed for the example and the checks

```
energies in units of Omega unless stated
g* = 1.2575; max F = 0.0592 at g = 3.77
F(0.1,0.25,0.5,1,2,4) = -1.1111 -0.5215 -0.2156 -0.0354 0.0431 0.0591
CDA prefactor: extrapolated 0.2530, formula 0.2530
tail case g=0.3, eF=0.6: chi1 = 0.9817, fixed-mu extra term = 2.6179
ln(Tc/Tc0): lam=0.03, 0.06, 0.09 | extrapolated | formula
 centred g=0.3: -0.4417 -0.4545 -0.4671 | -0.4286 | -0.4285
 centred g=4: 0.0553 0.0514 0.0477 | 0.0591 | 0.0591
 g=0.5 on W=100: -0.1129 -0.1214 -0.1298 | -0.1043 | -0.1043
 tail, fixed n: 0.6125 0.6202 0.6272 | 0.6043 | 0.6042
 tail, fixed mu: 3.1023 2.9757 2.8435 | 3.2232 | 3.2221
Gamma*(0.03,0.06,0.09) = 1.345 1.440 1.541 -> 1.258
Luttinger lam=1 g=0.5 eF=0.25 T=1e-3: mu=0.40940 chi0=0.15940 mu-chi0=0.25000
Tc0(lam=0.1,0.3,0.5,1,2) = 1.189e-05 0.009923 0.03943 0.1146 0.2117
Gamma*(lam=0.3) = 2.507
Gamma*(lam=0.5) = 4.043
Gamma*(lam=1.0) = 15.490
Gamma*(lam=2.0): none on scan g = 1..100
centred pure peak, g = 0.1 0.25 0.5 1.0 2.0 4.0 10.0 100.0
 Tc/Tc0 (lam=0.3) = 0.2933 0.5265 0.7209 0.8819 0.9811 1.0227 1.0282 1.0058
 Tc/Tc0 (lam=1.0) = 0.2858 0.4781 0.6337 0.7735 0.8812 0.9506 0.9927 1.0024
tail g=0.3 eF=0.6 lam=0.3 fixed n: Tc/Tc0 = 1.8911
example: Omega=50 meV lam=1 Gamma=25 meV W=5000 meV eF=12.5 meV
peak weight 0.004975; NF = 0.11402 /eV/spin; n = 0.501526 /spin
peak share of NF = 0.4444; g^2 = 2.193e+05 meV^2
mu(Tc) = 16.172 meV
 n=0: omega=14.93 meV Z=1.6927 chi=2.511 meV f=0.8101
 n=1: omega=44.78 meV Z=1.5500 chi=1.991 meV f=0.6918
 n=2: omega=74.64 meV Z=1.4228 chi=1.450 meV f=0.6485
 n=3: omega=104.50 meV Z=1.3347 chi=1.076 meV f=0.6242
Tc  = 4.7517 meV = 55.14 K
Tc0 = 5.7310 meV = 66.51 K; Tc0/Tc = 1.2061
fixed mu=eF: Tc = 4.8050 meV = 55.76 K, Tc/Tc0 = 0.8384
eF=0: Tc = 4.3857 meV = 50.89 K, Tc/Tc0 = 0.7653
eF=2Gamma: Tc = 6.1039 meV = 70.83 K, Tc/Tc0 = 1.0651
plain solver: eigenvalue 1.00000 at Tc, 1.00000 at Tc0; Z0=1.6927 chi0=2.511 meV n=0.501526
CDA Z0 at Tc0 = 2.0000
Delta0(0.9Tc) = 5.287 meV; phi0(1.1Tc) = 9.4e-08 meV
```
